# Incoherent and coherent second-harmonic emission from N independent molecules

**Q:** A molecule takes two photons of frequency $\omega$ from a laser beam and emits one of frequency $2\omega$. If one molecule does this at a certain rate, then $N$ molecules far apart should do it at $N$ times that rate. Where could a term in $N^2$ come from?

**A:** From adding amplitudes before squaring. Whether that is allowed, and what it gives, depends on the amplitude of one molecule and on how it changes with position.

Take $N$ identical molecules at fixed positions $\mathbf R_\xi$ in a transparent, isotropic host. The pump has wavevector $\mathbf k$ along $z$ and polarization along $x$. The emitted photon has wavevector $\mathbf k'$. The molecules are rod-like and lie along $x$, pointing up ($\sigma_\xi=+1$) or down ($\sigma_\xi=-1$). In atomic units, with $\hbar=1$, the coupling is

$$V=-\sum_\xi \sigma_\xi\, d_\xi\, E(\mathbf R_\xi),$$

$$E(\mathbf R)=i\sum_m \varepsilon_m\left(a_m e^{i\mathbf k_m\cdot\mathbf R}-a_m^\dagger e^{-i\mathbf k_m\cdot\mathbf R}\right).$$

Here $d_\xi$ is the dipole along the molecule's own axis and $\varepsilon_m$ is the field amplitude of mode $m$. The operator $a_m$ removes a photon and brings the phase $e^{i\mathbf k_m\cdot\mathbf R}$; $a_m^\dagger$ creates one and brings the opposite phase. The host enters through the refractive indices in $\mathbf k$ and $\mathbf k'$, and through factors in $\varepsilon_m$ that are the same for every molecule.

**Q:** Then give me the amplitude of one molecule, with its signs.

**A:** The initial state has the molecule in its ground state 0, $n$ pump photons and no harmonic photon. The final state has the molecule again in 0, $n-2$ pump photons and one harmonic photon. Both have the same energy. Three photon events are needed, so the lowest order is the third:

$$M=\sum_{r,s}\frac{V_{fr}V_{rs}V_{si}}{(E_i-E_r)(E_i-E_s)},$$

where $r,s$ label states of molecule and field together. Third-order theory also has terms with a matrix element of $V$ between states of the initial energy. They vanish, because $V$ adds or removes a single photon, while the step from the initial to the final state takes two removals and one addition.

The first absorption gives $-i\varepsilon_1\sqrt n\,e^{i\mathbf k\cdot\mathbf R}$ times a dipole element, the second the same with $\sqrt{n-1}$. Emission has the other sign, $+i\varepsilon_2 e^{-i\mathbf k'\cdot\mathbf R}$. Since $(-i)^2(i)=-i$, and since three dipoles give $\sigma^3=\sigma$,

$$M_\xi=-i\,\varepsilon_1^2\varepsilon_2\sqrt{n(n-1)}\;S\,\sigma_\xi\,e^{i\Delta\mathbf k\cdot\mathbf R_\xi},\qquad \Delta\mathbf k=2\mathbf k-\mathbf k'.$$

The sum $S$ holds the molecular dipoles and the energy denominators. Let $E_s$ and $E_r$ now be excitation energies of the molecule after the first and second event. If both absorptions come first, the intermediate states lie $E_s-\omega$ and $E_r-2\omega$ above the initial energy. If the emission comes second, the values are $E_s-\omega$ and $E_r+\omega$. If it comes first, they are $E_s+2\omega$ and $E_r+\omega$. Each product of two denominators contains two minus signs, which cancel:

$$S=\sum_{r,s}d_{0r}d_{rs}d_{s0}\left[\frac{1}{(E_s-\omega)(E_r-2\omega)}+\frac{1}{(E_s-\omega)(E_r+\omega)}+\frac{1}{(E_s+2\omega)(E_r+\omega)}\right].$$

I assume that no denominator is near zero and that the ground state has no permanent dipole, $d_{00}=0$.

**Q:** Show me that $S$ is something familiar.

**A:** Take a molecule with one excited state at $E=0.15$ hartree, transition dipole $d_{01}=2$ and excited-state dipole $d_{11}=4$, in atomic units. Because $d_{00}=0$, both intermediate states must be the excited one, and the dipole product is $2\cdot4\cdot2=16$. A pump of vacuum wavelength 1000 nm has $\omega=0.04556$ hartree. The first ordering gives

$$\frac{16}{(0.15-0.04556)(0.15-0.09112)}\approx 2602,$$

and the other two give 783 and 339. Their sum is $S\approx3725$ atomic units.

At $\omega\to0$ the three orderings become equal and $S=3\cdot16/0.15^2\approx2133$. Compare this with the energy of the molecule in a static field $F$. The third-order energy is

$$\frac{(-F)^3d_{01}d_{11}d_{10}}{(-E)^2}=-\frac{16F^3}{E^2}.$$

The hyperpolarizability $\beta$ is defined by the energy term $-\beta F^3/6$, so $\beta=6\cdot16/E^2$, and the static $S$ is $\beta/2$. Differentiating the ground-state energy numerically gives $\beta/2\approx2133$ as well.

For what follows it matters that $S$ is the same number for all molecules. I write $m_0=|\varepsilon_1^2\varepsilon_2\sqrt{n(n-1)}\,S|$ for the modulus of the one-molecule amplitude.

**Q:** With many molecules present, one could absorb a photon and another could emit. Your sum over single molecules leaves that out.

**A:** At this order such processes do not exist. A molecule that takes part must leave its ground state and come back, and with $d_{00}=0$ that takes at least two interactions. Two participating molecules need at least four, but third order supplies three. So at leading order

$$M=\sum_{\xi=1}^N M_\xi .$$

This was tested by diagonalizing the full Hamiltonian of two such molecules and two quantized modes, for several positions and with one molecule flipped in one case. The coupling between the initial and final states agrees with the summed formula, including phase and sign, to a relative error of at most $2.6\times10^{-4}$ in the cases computed. The formula omits the fifth and higher odd orders in the field.

**Q:** Adding the amplitudes is still a choice. Why not add probabilities?

**A:** The final state decides. Here every molecule ends in its ground state, whichever one did the conversion. All $N$ routes lead to one and the same final state, and amplitudes for one final state add.

Suppose instead that the converting molecule were left vibrationally excited. The final state would be $\sum_\xi c_\xi|f_\xi\rangle$, where $|f_\xi\rangle$ has molecule $\xi$ excited. These states are orthogonal, so the total probability is $\sum_\xi|c_\xi|^2$. The position phases drop out, and your linear law is the full answer for that process.

**Q:** For the process with unchanged molecules, then, square the sum.

**A:** Multiply the sum by its complex conjugate and separate equal from unequal labels:

$$|M|^2=m_0^2\left[\sum_\xi \sigma_\xi^2+\sum_{\xi\neq\eta}\sigma_\xi\sigma_\eta\,e^{i\Delta\mathbf k\cdot(\mathbf R_\xi-\mathbf R_\eta)}\right].$$

In the first sum the phases have cancelled and $\sigma_\xi^2=1$, so it equals $N$. This is the incoherent part. The second sum runs over $N(N-1)$ ordered pairs and contains all the interference.

**Q:** The pairs have random phases, so they average to zero and I get my factor $N$ after all.

**A:** That depends on how far the phases spread. Let the molecules be independent of each other and uniformly distributed in a slab $0<z<L$ with a square face of side $a$. Let their signs be independent too, with mean $s$, so that up has probability $(1+s)/2$.

Consider forward emission first, with $\mathbf k'$ along $z$. Then $\Delta\mathbf k$ has one component, $\Delta k=2k-k'$. Independence lets the average of each pair term factorize:

$$\left\langle\sigma_\xi\sigma_\eta e^{i\Delta k(z_\xi-z_\eta)}\right\rangle=s\cdot s\cdot F\,F^*=s^2|F|^2,\qquad F=\frac1L\int_0^L e^{i\Delta k z}\,dz .$$

The integral is elementary. Taking out half the phase turns the difference of exponentials into a sine:

$$F=\frac{e^{i\Delta kL}-1}{i\Delta kL}=e^{i\Delta kL/2}\,\frac{2i\sin(\Delta kL/2)}{i\Delta kL}=e^{i\Delta kL/2}\,\mathrm{sinc}\frac{\Delta kL}{2},$$

with $\mathrm{sinc}\,x=\sin x/x$. Therefore

$$\langle|M|^2\rangle=m_0^2\left[N+N(N-1)\,s^2\,\mathrm{sinc}^2\frac{\Delta kL}{2}\right].$$

The pair terms average to zero if $s=0$, or if $\Delta kL$ is a nonzero multiple of $2\pi$. If $s\ne0$ and $\Delta kL$ is small, the phases are random but confined to a narrow range, and the pairs add up.

**Q:** You promised $N^2$ and delivered $N(N-1)$.

**A:** For a fixed number of molecules $N(N-1)$ is right. Sorted by powers, the bracket is $N(1-s^2\mathrm{sinc}^2)+N^2s^2\mathrm{sinc}^2$. For large $N$ the difference between $N(N-1)$ and $N^2$ is a fraction $1/N$ of the coherent term.

A clean $N^2$ appears when the number itself fluctuates with a Poisson distribution of mean $\bar N$, as for independent molecules drifting in and out of the illuminated volume. The terms with $N=0$ and $N=1$ vanish, and

$$\langle N(N-1)\rangle=\sum_{N\ge2}N(N-1)\frac{\bar N^N e^{-\bar N}}{N!}=\bar N^2\sum_{N\ge2}\frac{\bar N^{N-2}e^{-\bar N}}{(N-2)!}=\bar N^2 .$$

The two cases can be told apart with few molecules. Take $N=20$, $s=0.5$ and $\Delta kL=\pi$, where $\mathrm{sinc}^2(\pi/2)=4/\pi^2\approx0.405$. Fixed $N$ gives $20+380\cdot0.25\cdot0.405\approx58.5$ in units of $m_0^2$; Poisson $N$ gives $20+400\cdot0.25\cdot0.405\approx60.5$. Random sampling gives $58.56\pm0.12$ and $60.31\pm0.15$, where the uncertainties are standard errors.

**Q:** At $\Delta kL=2\pi$ the phases cover a full circle evenly. I would expect complete cancellation, yet your formula leaves $N$.

**A:** They cover the circle evenly on average. In any one arrangement the molecules are a little crowded at some phases and sparse at others, and the leftover has a mean square of $N$. Sampling with $N=20$ gives $20.09\pm0.06$.

If the crowding is removed, your expectation is right. Put 20 molecules, all pointing up, at equal spacings through the same slab. Their phase factors are equally spaced around the circle and sum to zero; the computed signal is zero to rounding. The 20 diagonal terms are still there, but the pair terms now sum to $-20$. For molecules that all point the same way, the value $N$ of the linear term in the average thus rests on uncorrelated positions; correlations change its weight, and strong enough order, as in the equally spaced array, removes it. In a dense medium, where molecules keep each other at a distance, the factorized pair average must be replaced by the true one.

**Q:** Would a perfect lattice then have no incoherent emission at all?

**A:** Not if the orientations are random. Fix the positions, write $G=\sum_\xi e^{i\Delta kz_\xi}$, and average over the signs alone. The position phases of the pairs sum to $|G|^2-N$, so

$$\langle|M|^2\rangle=m_0^2\left[N+s^2(|G|^2-N)\right]=m_0^2\left[N(1-s^2)+s^2|G|^2\right].$$

Orientational disorder restores a linear term of weight $1-s^2$. With $s=0$ the whole signal is $Nm_0^2$, whatever the positions. This is hyper-Rayleigh scattering: when each molecule is independently up or down with equal probability, the mean amplitude vanishes while the mean square does not.

**Q:** Back to the coherent term. If it grows as $N^2$, I make the slab thicker, collect more molecules, and win without limit.

**A:** Thickening the slab changes the sinc factor along with $N$. At fixed number density $\rho$ we have $N=\rho a^2L$, and for large $N$

$$N^2s^2\,\mathrm{sinc}^2\frac{\Delta kL}{2}=(\rho a^2)^2s^2L^2\,\frac{\sin^2(\Delta kL/2)}{(\Delta kL/2)^2}=(\rho a^2)^2s^2\,\frac{4\sin^2(\Delta kL/2)}{\Delta k^2}.$$

The factor $L^2$ has cancelled. This coherent signal rises, reaches its first maximum at $|\Delta k|L=\pi$, falls to zero at $|\Delta k|L=2\pi$, and repeats. The thickness at the first maximum is the coherence length,

$$l_c=\frac{\pi}{|\Delta k|}.$$

Within one $l_c$ the amplitudes of successive layers turn through half a circle, and each layer still adds to the total length. The next $l_c$ supplies the other half circle, which undoes the first. In the limit $\Delta k\to0$ the coherence length becomes infinite and the coherent signal grows as $L^2$, until the pump is noticeably weakened and the assumption of an undepleted pump fails.

If instead $N$ is held fixed while the same molecules are spread over a thicker slab, $\mathrm{sinc}^2$ itself is the law. The coherent signal then falls from the start and has dropped to 0.405 of its initial value at $L=l_c$.

**Q:** Why should there be a mismatch at all? Twice the pump frequency is the harmonic frequency.

**A:** The frequencies match, but the host has index $n_1$ at $\omega$ and $n_2$ at $2\omega$. With pump vacuum wavelength $\lambda$, and $\lambda/2$ for the harmonic,

$$\Delta k=2\cdot\frac{2\pi n_1}{\lambda}-\frac{2\pi n_2}{\lambda/2}=\frac{4\pi(n_1-n_2)}{\lambda},\qquad l_c=\frac{\lambda}{4|n_2-n_1|}.$$

Take round model values: $\lambda=1000$ nm, $n_1=1.50$, $n_2=1.52$. Then $\Delta k\approx-2.51\times10^{-4}$ nm$^{-1}$, and $l_c=1000/(4\cdot0.02)=12\,500$ nm, or 12.5 µm ($2.36\times10^5$ bohr). A numerical search for the maximum of the integrated layer amplitude finds the same thickness. Relative to that maximum, the coherent signal is 0.5 at $0.5\,l_c$, 0.5 again at $1.5\,l_c$, zero at $2\,l_c$ and 1 at $3\,l_c$.

**Q:** And how large is the coherent term beside the incoherent one?

**A:** Let the density be $0.001$ nm$^{-3}$, the face side 100 µm, the thickness $L=l_c$, and the polar order weak, $s=0.1$. The number of molecules is

$$N=10^{-3}\cdot(10^5)^2\cdot12\,500=1.25\times10^{11}.$$

In the forward direction the ratio of the two terms is

$$(N-1)s^2\,\mathrm{sinc}^2\frac{\pi}{2}\approx1.25\times10^{11}\cdot0.01\cdot0.4053\approx5.1\times10^8 .$$

With the same $s$ and $L$, the terms would be equal at $N=1+1/(0.01\cdot0.4053)\approx248$ molecules.

**Q:** That comparison is unfair. The incoherent light goes in all directions, and you looked in the one that favours the coherent part.

**A:** So compare total rates. By the golden rule, the rate into a small solid angle is $2\pi\langle|M|^2\rangle$ times the density of photon modes there. In an isotropic host that density is the same for every direction and for both terms, so it cancels in the ratio. What remains is to integrate each angular pattern.

A dipole along $x$ emits in proportion to the squared component of $\hat{\mathbf x}$ perpendicular to the emission direction, which is $1-(\hat{\mathbf k}'\cdot\hat{\mathbf x})^2$. The average of the squared cosine over a sphere is $1/3$, so the incoherent pattern integrates to

$$4\pi\left(1-\tfrac13\right)=\frac{8\pi}{3}\approx8.38\ \text{sr}.$$

For the coherent term, a tilted $\mathbf k'$ has components $k'u$ and $k'w$ across the slab, where $u$ and $w$ are direction cosines. Averaging the phase over the face gives, as for the thickness, the factors $\mathrm{sinc}^2(k'au/2)$ and $\mathrm{sinc}^2(k'aw/2)$. For a face much wider than $\lambda'=2\pi/k'=\lambda/(2n_2)$ these are narrow, so $d\Omega\approx du\,dw$ and the limits may be extended to infinity. With $\int_{-\infty}^{\infty}\mathrm{sinc}^2x\,dx=\pi$,

$$\int\mathrm{sinc}^2\frac{k'au}{2}\,du=\frac{2}{k'a}\,\pi=\frac{\lambda'}{a},$$

and the two directions together give a forward cone of effective solid angle $\lambda'^2/a^2$. A slab much thinner than $\lambda'$ would also emit a backward cone of nearly equal strength. I take a slab many wavelengths thick, where the backward cone is negligible. Hence

$$\frac{\text{coherent rate}}{\text{incoherent rate}}\approx N s^2\,\mathrm{sinc}^2\frac{\Delta kL}{2}\cdot\frac{3\lambda'^2}{8\pi a^2}.$$

In the example $\lambda'\approx329$ nm and the cone is $1.08\times10^{-5}$ sr. The ratio falls from $5.1\times10^8$ to $5.07\times10^8\cdot1.082\times10^{-5}/8.38\approx650$. The coherent part still dominates, by a far smaller factor.

**Q:** Tilting $\mathbf k'$ also changes the mismatch along $z$. You held it fixed.

**A:** At a small angle $\theta$ the mismatch along $z$ is $2k-k'\cos\theta\approx\Delta k+k'\theta^2/2$. At the cone's edge $\theta\sim\lambda'/a$, so the extra phase across the slab is about $k'\theta^2L/2=\pi\lambda'L/a^2$. It is small if $L\ll a^2/\lambda'$, although the weak light emitted outside the cone has a larger extra phase. Here $a^2/\lambda'\approx30$ mm, against $L=0.0125$ mm.

Direct integration over forward directions with $|u|$ and $|w|$ up to 0.4, with the changing mismatch and the dipole pattern kept, gives $1.089\times10^{-5}$ sr, or 0.7% more than the simple formula. Since $\Delta k$ is negative here, a small tilt reduces the mismatch and strengthens the emission, which agrees with the sign of the difference; the separate contributions were not resolved. The formula loses accuracy as $L$ grows from $l_c$ towards $2l_c$, where the forward coherent signal vanishes and the weak tilted emission is what remains. It also degrades at larger odd multiples of $l_c$, long before $L$ reaches $a^2/\lambda'$. The slowly decaying tails of the face factors reach the angle $\cos\theta=n_1/n_2$, here $\theta\approx0.16$ rad, where the mismatch along $z$ vanishes. So $\theta L\ll a$ is needed as well: the integrated coherent emission exceeds the formula by about 2% at $3\,l_c$, 10% at $11\,l_c$ and 29% at $31\,l_c$.

Emission straight back has the mismatch $2k+k'\approx0.038$ nm$^{-1}$. Half of this times $L$ is about 237, so its $\mathrm{sinc}^2$ cannot exceed $1/237^2\approx1.8\times10^{-5}$. In every other backward direction the mismatch is at least $2k$, which keeps $\mathrm{sinc}^2$ below $10^{-4}$.

**Q:** Then if I widen the beam at fixed density, $N^2$ should still win over $N$ in the total.

**A:** Not by widening. Insert $N=\rho a^2L$ in the ratio of total rates, and the face area cancels:

$$\frac{\text{coherent rate}}{\text{incoherent rate}}\approx\frac{3}{8\pi}\,\rho L\lambda'^2s^2\,\mathrm{sinc}^2\frac{\Delta kL}{2}.$$

A wider face makes the forward peak higher in proportion to $N^2$, but narrows the cone in proportion to $1/a^2$. At fixed pump intensity, density and thickness, both total rates then grow in proportion to the area, as long as the cone formula holds. At $L=2l_c$, where only the tilted emission remains, the coherent rate grows only in proportion to $a$. At fixed thickness, the coherent signal in the forward direction follows the $N^2$ law. The total coherent rate follows it when molecules are added to an unchanged volume while they remain dilute. The numerical output below lists the main values used here.

## Computed values

```
MODEL MOLECULE (atomic units)
pump photon energy: 0.04556 hartree
excitation energy: 0.15 hartree
transition dipole: 2.0 a.u.; excited dipole: 4.0 a.u.
ordering absorb absorb emit: 2602.2 a.u.
ordering absorb emit absorb: 783.4 a.u.
ordering emit absorb absorb: 339.3 a.u.
sum S: 3724.9 a.u.
static S: 2133.3 a.u.
static beta/2 from energies: 2133.4 a.u.
two-molecule coupling, worst relative error: 2.6e-04
RANDOM SAMPLING (signal in one-molecule units)
N or mean N: 20; s: 0.5; samples: 100000
dk L = 0, fixed N: sampled 115.39 +- 0.24, formula 115.00
dk L = pi, fixed N: sampled 58.56 +- 0.12, formula 58.50
dk L = 2pi, fixed N: sampled 20.09 +- 0.06, formula 20.00
dk L = pi, Poisson N: sampled 60.31 +- 0.15, formula 60.53
regular array, s = 1, dk L = 2pi: 7.7e-32
SLAB EXAMPLE
pump vacuum wavelength: 1000 nm
indices n1, n2: 1.50, 1.52
density: 0.001 nm^-3; face side: 100 um
mean orientation sign s: 0.1
2k: 0.018850 nm^-1; k': 0.019101 nm^-1
mismatch dk: -2.5133e-04 nm^-1
coherence length: 12.500 um
coherence length: 2.3622e+05 bohr
first maximum found numerically: 12.500 um
coherent signal at L = 0.5 l_c: 0.500 of maximum
coherent signal at L = 1.0 l_c: 1.000 of maximum
coherent signal at L = 1.5 l_c: 0.500 of maximum
coherent signal at L = 2.0 l_c: 0.000 of maximum
coherent signal at L = 3.0 l_c: 1.000 of maximum
sinc^2 at L = l_c: 0.4053
number of molecules at L = l_c: 1.250e+11
forward coherent/incoherent ratio: 5.066e+08
N for equal forward terms: 247.7
harmonic wavelength in medium: 328.9 nm
length a^2/lambda': 30.4 mm
cone solid angle, formula: 1.082e-05 sr
cone solid angle, quadrature: 1.089e-05 sr
dipole pattern integral: 8.3776 sr
total coherent/incoherent ratio, formula: 654.3
total ratio with quadrature cone: 658.7
```
